# Tunnelling exponents of silica and hafnia at equal gate capacitance

## Problem

A silica gate insulator is to be replaced by hafnia without changing the gate capacitance per area. The model parameters are:

| | relative permittivity \(k\) | tunnelling mass \(m\) (in \(m_e\)) | barrier \(\phi\) |
|---|---|---|---|
| silica (s) | 3.9 | 0.5 | 3.1 eV |
| hafnia (h) | 20 | 0.15 | 1.5 eV |

The barrier \(\phi\) is the height of the insulator's conduction-band edge above the energy of the tunnelling electron. The voltage across the insulator is small compared with both barriers, so each barrier is rectangular. The transmission probability of a thick film falls as \(e^{-G}\), where \(G\) is proportional to the film thickness. Find \(G_h/G_s\), and decide which film has the stronger exponential suppression of tunnelling.

## A tempting solution

Inside a barrier the wave function decays as \(e^{-\kappa x}\), with

\[
\kappa=\frac{\sqrt{2m\,m_e\phi}}{\hbar}.
\]

The probability is the square of the amplitude, so a film of thickness \(t\) has \(G=2\kappa t\). In the ratio, the factor 2, the constants and the thickness cancel:

\[
\frac{G_h}{G_s}=\frac{2\kappa_h t}{2\kappa_s t}
=\sqrt{\frac{m_h\phi_h}{m_s\phi_s}}
=\sqrt{\frac{0.15\times1.5}{0.5\times3.1}}=0.381 .
\]

Hafnia has both the lower barrier and the lighter mass. Its exponent is only 38% of that of silica, so the replacement seems to make the leakage far worse.

## Where it fails

The decay constant is right, and so is \(G=2\kappa t\). The fault is the cancellation of \(t\). It assumes that the two films have the same physical thickness, whereas the problem fixes the capacitance. The permittivities have dropped out of the answer, although they determine how thick each film may be.

The number 0.381 answers a different question. A hafnia film as thick as the silica film does leak more, but it also has \(20/3.9=5.13\) times the capacitance. The comparison gives hafnia a much stronger gate and then charges it for the leakage.

## Correct solution

**Thickness at fixed capacitance.** Let the film carry a charge per area \(Q\) on its electrodes. The field inside is \(F=Q/(\varepsilon_0k)\) and the voltage across it is \(V=Ft\). The capacitance per area is therefore

\[
C=\frac{Q}{V}=\frac{\varepsilon_0k}{t}.
\]

Equal capacitances require

\[
\frac{\varepsilon_0k_h}{t_h}=\frac{\varepsilon_0k_s}{t_s}
\quad\Longrightarrow\quad
t_h=\frac{k_h}{k_s}\,t_s .
\]

The silica thickness \(t_s\) that gives the required capacitance is called the equivalent oxide thickness, or EOT. Two films with the same capacitance have the same EOT, whatever their physical thicknesses.

**Decay constant.** In a uniform film with a parabolic band of mass \(m\,m_e\), an electron that moves normal to the film and whose energy lies \(\phi\) below the band edge obeys

\[
-\frac{\hbar^2}{2m\,m_e}\,\psi''+\phi\,\psi=0
\quad\Longrightarrow\quad
\psi''=\kappa^2\psi,\qquad \kappa^2=\frac{2m\,m_e\phi}{\hbar^2}.
\]

The solutions are \(e^{-\kappa x}\) and \(e^{+\kappa x}\).

**Exponent and prefactor.** Matching to the contacts shows what \(e^{-G}\) leaves out. Let both contacts have mass \(m_c\) (in \(m_e\)) and wave number \(q\). At each interface \(\psi\) and \(\psi'/m\) are continuous, which conserves the current. Define the dimensionless number

\[
r=\frac{q/m_c}{\kappa/m}.
\]

Behind the film, which occupies \(0<x<t\), there is only an outgoing wave \(c\,e^{iq(x-t)}\). Inside, write

\[
\psi=a\,e^{-\kappa(x-t)}+b\,e^{\kappa(x-t)} .
\]

The two conditions at \(x=t\) are \(a+b=c\) and \((\kappa/m)(b-a)=i(q/m_c)c\). The second reads \(b-a=irc\). Subtracting it from the first gives

\[
a=\tfrac12(1-ir)\,c .
\]

At \(x=0\) the \(a\) term has grown to \(a\,e^{\kappa t}\) and the \(b\) term has shrunk to \(b\,e^{-\kappa t}\). Since \(|a|=|b|\), the second is smaller by the factor \(e^{-2\kappa t}\) and is dropped for a thick film. Then \(\psi(0)=a\,e^{\kappa t}\) and \(\psi'(0)=-\kappa\,\psi(0)\).

In front of the film there are an incoming wave of amplitude \(A\) and a reflected wave of amplitude \(B\). The conditions at \(x=0\) are

\[
A+B=\psi(0),\qquad i\frac{q}{m_c}(A-B)=-\frac{\kappa}{m}\,\psi(0).
\]

Dividing the second by \(iq/m_c\) gives \(A-B=-\psi(0)/(ir)=i\psi(0)/r\). Half the sum of the two equations is

\[
A=\frac{\psi(0)}{2}\left(1+\frac{i}{r}\right).
\]

The contacts are alike, so the transmission probability is

\[
T=\frac{|c|^2}{|A|^2}
=\frac{4}{1+r^2}\cdot\frac{4r^2}{1+r^2}\,e^{-2\kappa t}
=\frac{16r^2}{(1+r^2)^2}\,e^{-2\kappa t}.
\]

The first fraction is \(|c|^2/|a|^2\); the rest is \(|a|^2/|A|^2\). The thickness enters only through \(e^{-2\kappa t}\), which confirms \(G=2\kappa t\). The prefactor depends on \(r\), and so on the contacts, the electron's energy, and the mass and barrier of the film. It does not depend on the thickness and is not part of \(G\).

**Ratio.** Insert the thickness required by the capacitance:

\[
\frac{G_h}{G_s}=\frac{2\kappa_ht_h}{2\kappa_st_s}
=\frac{k_h}{k_s}\sqrt{\frac{m_h}{m_s}}\sqrt{\frac{\phi_h}{\phi_s}} .
\]

The numbers are

\[
\frac{G_h}{G_s}=5.128\times0.5477\times0.6956=1.95 .
\]

At equal capacitance the exponent of hafnia is nearly twice that of silica, so hafnia has the stronger suppression. The lighter mass and the lower barrier together cost a factor 0.381, as the tempting solution found, but the permittivity allows a film 5.13 times thicker.

## What the ratio means for a 1 nm EOT

Take \(t_s=1\) nm. The capacitance is 3.453 µF/cm², and the hafnia film is 5.128 nm thick. With \(2m_e/\hbar^2=26.25\ \mathrm{eV^{-1}\,nm^{-2}}\), the decay constants are

\[
\kappa_s=\sqrt{26.25\times0.5\times3.1}=6.378\ \mathrm{nm^{-1}},
\qquad
\kappa_h=\sqrt{26.25\times0.15\times1.5}=2.430\ \mathrm{nm^{-1}}.
\]

The exponents follow:

\[
G_s=2\times6.378\times1=12.76,\qquad
G_h=2\times2.430\times5.128=24.92 .
\]

The exponential factors are \(2.9\times10^{-6}\) for silica and \(1.5\times10^{-11}\) for hafnia. Their quotient is \(5.2\times10^{-6}\). A ratio of exponents near 2 is therefore not a factor of 2 in the leakage. If \(R=G_h/G_s\), the quotient of the exponential factors is

\[
\frac{e^{-G_h}}{e^{-G_s}}=e^{-(R-1)G_s}.
\]

It depends on the chosen EOT through \(G_s\), while \(R\) does not.

The prefactor multiplies these figures, and its size depends on the electron's energy in the contacts. For contacts of mass \(m_e\) and an electron with a kinetic energy of 0.10 eV in them, numerical integration of the wave equation gives prefactors of 0.250 for silica and 0.157 for hafnia, in agreement with the formula for \(T\). The transmissions are \(7.21\times10^{-7}\) for silica and \(2.35\times10^{-12}\) for hafnia. The same integration, with the exponents taken from the change of \(-\ln T\) with thickness, gives an exponent ratio of 1.9538, equal to the formula in all printed digits. The device current also requires a sum over the electrons that arrive at the barrier, which is not made here.

The ratio can be read in another way. Keep the exponent of the silica film and ask how far the EOT of hafnia can shrink. Since \(G_h\) is proportional to the EOT, the answer is \(1/1.954=0.512\) nm, a physical thickness of 2.625 nm. Within this model, hafnia gives 1.95 times the capacitance for the same exponent.

For comparison, a hafnia film with a physical thickness of 1 nm has a transmission of \(1.2\times10^{-3}\), about 1700 times that of 1 nm of silica. This is the situation that the tempting solution describes.

## Permittivity against band gap

The ratio can be written as a quotient of two numbers, each belonging to one material:

\[
\frac{G_h}{G_s}=\frac{k_h\sqrt{m_h\phi_h}}{k_s\sqrt{m_s\phi_s}} .
\]

At a given EOT and small voltage, the insulator with the larger \(k\sqrt{m\phi}\) has the larger exponent. The permittivity enters linearly, but the barrier enters only through its square root.

The electron barrier is the part of the insulator's band gap that lies above the electron's energy. A smaller gap leaves less room for it, though the barrier also depends on how the bands line up with those of the contact. A material that gains permittivity and loses band gap can therefore come out better or worse, and the product decides.

Two break-even values show how much room hafnia has. First keep \(k_h\) and \(m_h\), and lower the barrier to the value \(\phi^*\) at which the exponents are equal. Setting the ratio to one and squaring gives

\[
k_h^2m_h\phi^*=k_s^2m_s\phi_s
\quad\Longrightarrow\quad
\phi^*=\frac{m_s\phi_s}{m_h}\left(\frac{k_s}{k_h}\right)^2
=\frac{0.5\times3.1\ \mathrm{eV}}{0.15}\left(\frac{3.9}{20}\right)^2=0.393\ \mathrm{eV}.
\]

Next keep the mass and barrier of hafnia, and lower the permittivity to \(k^*\). The ratio is then \((k^*/k_s)\times0.381\), and it equals one at

\[
k^*=\frac{3.9}{0.381}=10.2 .
\]

With this mass and barrier, an insulator whose permittivity is below about 10 would have a smaller exponent than silica at the same EOT, even though its permittivity is more than twice as large for values just below that limit.

## When the voltage is not small

A voltage \(V\) across the film tilts the barrier. Films of equal capacitance that carry equal charge have the same voltage across them, so both barriers drop by the same energy from one side to the other. Let \(\phi\) be measured in eV and \(V\) in volts, with \(V<\phi\), so that the electron remains under the barrier throughout the film. In the WKB approximation \(2\kappa t\) is replaced by twice the integral of the local decay constant. This amounts to replacing \(\sqrt\phi\) by its average over the film. With \(u=x/t\) and \(w=\phi-Vu\), so that \(du=-dw/V\),

\[
S(\phi)=\int_0^1\sqrt{\phi-Vu}\,du
=\frac1V\int_{\phi-V}^{\phi}\sqrt w\,dw
=\frac{2}{3V}\left[\phi^{3/2}-(\phi-V)^{3/2}\right].
\]

For small \(V\), the expansion

\[
(\phi-V)^{3/2}=\phi^{3/2}-\tfrac32\phi^{1/2}V+\tfrac38\phi^{-1/2}V^2+\dots
\]

gives

\[
S(\phi)=\sqrt\phi\left(1-\frac{V}{4\phi}+\dots\right).
\]

The zeroth order restores the rectangular barrier. The first correction is relatively larger for the lower barrier, so the ratio falls. To first order its relative decrease is

\[
\frac V4\left(\frac1{\phi_h}-\frac1{\phi_s}\right)
=\frac V4\left(\frac1{1.5}-\frac1{3.1}\right)=0.086\,V .
\]

This is about 1% at 0.1 V. At 1 V the full average is needed. It is \(1.610\ \mathrm{eV^{1/2}}\) for silica and \(0.989\ \mathrm{eV^{1/2}}\) for hafnia, so that

\[
\frac{G_h}{G_s}=5.128\times0.5477\times\frac{0.989}{1.610}=1.73 .
\]

Numerical integration of the wave equation through the tilted barriers, with the exponents taken from the change of \(-\ln T\) between EOTs of 2 and 3 nm, gives 1.725, against 1.726 from WKB; around an EOT of 1 nm it gives 1.724. At an EOT of 1 nm, 1 V means a field of 10 MV/cm in silica, which is of the order of its breakdown field, and about 2 MV/cm in hafnia. Above 1.5 V the electron emerges into the conduction band of hafnia before it reaches the far side. The expression for \(S\) then no longer applies to that film, and the integral runs only over the part still under the barrier. The WKB ratio keeps falling: it is 1.50 at 1.5 V and 1.20 at 2 V, and it reaches one near 2.65 V. The ranking by \(k\sqrt{m\phi}\) is thus a small-voltage rule.

## When some silica remains

Suppose that a fraction \(f\) of the total EOT is still silica, in series with the hafnia. For capacitors in series the quantities \(1/C\) add, and since \(1/C\) is proportional to the EOT, the EOTs add too. At small voltage the exponents of the two layers also add, apart from a change in the prefactor. Relative to pure silica of the same total EOT, the exponent is

\[
\frac{G}{G_s}=f+(1-f)\,\frac{G_h}{G_s}.
\]

For \(f=1/2\) this is \(0.5+0.5\times1.954=1.48\). Half of the gain above one is lost, because the silica layer uses up EOT without the thickness advantage.

The model also leaves out traps, the image force, phonon-assisted tunnelling and the departure of the band from a parabola deep in the gap. It treats normal incidence only. A conserved wave number \(k_\parallel\) along the interface adds \(k_\parallel^2\) to \(\kappa^2\); for contacts of mass \(m_e\) and a parallel kinetic energy of 0.10 eV, this raises the ratio to 2.28. The tabulated values are model inputs, and the ratio is sensitive to them: \(k=16\), \(m=0.08\), \(\phi=1.1\) eV for hafnia would give 0.98, and \(k=25\), \(m=0.3\), \(\phi=2.0\) eV would give 4.0. The value 1.95 therefore applies to direct tunnelling through uniform films at small voltage, with the parameters given. The main computed values are collected in the numerical output.

## Calculated quantities

```
silica: permittivity 3.9, mass 0.5 m_e, barrier 3.1 eV
hafnia: permittivity 20.0, mass 0.15 m_e, barrier 1.5 eV
equivalent oxide thickness: 1.00 nm
hafnia physical thickness: 5.128 nm
common capacitance: 3.453 microF/cm^2
2 m_e/hbar^2: 26.2468 1/(eV nm^2)
decay constant silica: 6.378 1/nm
decay constant hafnia: 2.430 1/nm
exponent G silica: 12.757 (no unit)
exponent G hafnia: 24.924 (no unit)
exp(-G) silica: 2.88e-06 (no unit)
exp(-G) hafnia: 1.50e-11 (no unit)
exp(-G) hafnia over silica: 5.19e-06 (no unit)
permittivity factor: 5.1282 (no unit)
mass factor: 0.5477 (no unit)
barrier factor: 0.6956 (no unit)
exponent ratio, formula: 1.9538 (no unit)
exponent ratio, wave equation: 1.9538 (no unit)
ratio at equal physical thickness: 0.3810 (no unit)
hafnia EOT with silica's exponent: 0.512 nm
its physical thickness: 2.625 nm
break-even hafnia barrier: 0.393 eV
contact kinetic energy in wave equation: 0.10 eV
full transmission silica, 1 nm EOT: 7.21e-07 (no unit)
full transmission hafnia, 1 nm EOT: 2.35e-12 (no unit)
prefactor T/exp(-G) silica: 0.250 (no unit)
prefactor T/exp(-G) hafnia: 0.157 (no unit)
full transmission hafnia, 1 nm thick: 1.23e-03 (no unit)
oxide voltage of tilted case: 1.00 V
mean root barrier silica, tilted: 1.6099 eV^(1/2)
mean root barrier hafnia, tilted: 0.9890 eV^(1/2)
tilted exponent ratio, WKB: 1.726 (no unit)
tilted ratio, wave equation: 1.725 (no unit)
```
